# Finding the Lowest Interface Registry: Translation Maps Followed by Full Relaxation: a program that tests the result

```python
"""
Result under test: the energy of an interface is found by mapping it over rigid
in-plane translations, with the normal separation minimised at each point, and
then relaxing all atoms from several minima. The lowest relaxed state is kept.

System: Sigma-5 (210)[001] tilt boundary of bcc tungsten, Finnis-Sinclair model.
x lies along [1,-2,0], y along the tilt axis [001], z along the boundary normal.
T = translation of the upper grain (its z part is the separation of the first
layers), u = atomic displacements, gamma = interface energy per area.
Internal units: angstrom and eV. Printed units: nm and J/m2 unless labelled.
"""
import itertools
import numpy as np
from scipy.optimize import minimize, minimize_scalar
from scipy.constants import e as CHARGE, k as BOLTZMANN

EMBED, R_EMBED, R_PAIR = 1.896373, 4.400224, 3.25
C0, C1, C2 = 47.1346499, -33.7665655, 6.2541999
CORE_B, CORE_ALPHA, CORE_R = 90.3, 1.2, 2.7411
A0 = 3.1652
STEP = A0 * np.array([1.5 / np.sqrt(5), 0.5, 0.5 / np.sqrt(5)])
STEP_UP = STEP * np.array([-1.0, -1.0, 1.0])
PX = np.sqrt(5) * A0
AREA = PX * A0
TO_J = CHARGE * 1e20
SKIN = 1.6
rng = np.random.default_rng(7)


def pair_term(r, core=False):
    x = r - R_PAIR
    p = C0 + r * (C1 + C2 * r)
    inside = r < R_PAIR
    v = np.where(inside, x * x * p, 0.0)
    dv = np.where(inside, 2 * x * p + x * x * (C1 + 2 * C2 * r), 0.0)
    if core:
        s = np.maximum(CORE_R - r, 0.0)
        w = CORE_B * np.exp(-CORE_ALPHA * r)
        v = v + w * s**3
        dv = dv - w * (3 * s**2 + CORE_ALPHA * s**3)
    return v, dv


def density_term(r):
    x = np.minimum(r - R_EMBED, 0.0)
    return x * x, 2 * x


def bulk_energy(a):
    n = np.array(list(itertools.product(range(-2, 3), repeat=3)), float)
    r = a * np.linalg.norm(np.vstack([n, n + 0.5]), axis=1)
    r = r[r > 1e-8]
    return 0.5 * pair_term(r)[0].sum() - EMBED * np.sqrt(density_term(r)[0].sum())


class Bicrystal:
    """Two slabs; the outer 'frozen' layers of each move only as rigid blocks."""

    def __init__(self, mobile=10, frozen=13, rep=1, twin=True, core=False):
        self.core, self.rep, self.layers = core, rep, mobile + frozen
        k = np.arange(self.layers)[:, None]
        ref = np.zeros((2, rep, self.layers, 3))
        for m in range(rep):
            ref[0, m] = -k * STEP + [0, m * A0, 0]
            ref[1, m] = k * (STEP_UP if twin else STEP) + [0, m * A0, 0]
        self.ref = ref
        mask = np.zeros(ref.shape[:3], bool)
        mask[:, :, :mobile] = True
        self.mask = mask.ravel()
        self.n = self.mask.size
        self.upper = np.arange(self.n) >= self.n // 2
        self.box = np.array([PX, rep * A0])
        self.area = AREA * rep
        self.reference = 0.0
        apart = self.positions(self.pack([0, 0, 60.0]))
        e_apart, _, self.slab_density = self.evaluate(apart, self.neighbours(apart))
        self.reference = 0.5 * e_apart + 0.5 * self.n * bulk_energy(A0)
        self.two_sigma = (e_apart - self.n * bulk_energy(A0)) / (2 * self.area)

    def pack(self, shift, disp=None):
        u = np.zeros((self.n, 3)) if disp is None else disp.reshape(-1, 3)
        return np.concatenate([np.asarray(shift, float), u[self.mask].ravel()])

    def displacements(self, q):
        u = np.zeros((self.n, 3))
        u[self.mask] = q[3:].reshape(-1, 3)
        return u.reshape(self.ref.shape)

    def positions(self, q):
        pos = (self.ref + self.displacements(q)).reshape(-1, 3)
        pos[self.upper] += q[:3]
        return pos

    def neighbours(self, pos):
        d = pos[None] - pos[:, None]
        wrap = np.zeros_like(d)
        wrap[..., :2] = -self.box * np.round(d[..., :2] / self.box)
        first, second, shifts = [], [], []
        for ix in (-1, 0, 1):
            for iy in (-2, -1, 0, 1, 2):
                s = wrap + np.array([ix * self.box[0], iy * self.box[1], 0.0])
                r2 = ((d + s)**2).sum(-1)
                i, j = np.where((r2 < (R_EMBED + SKIN)**2) & (r2 > 1e-8))
                first.append(i)
                second.append(j)
                shifts.append(s[i, j])
        return np.concatenate(first), np.concatenate(second), np.vstack(shifts)

    def evaluate(self, pos, pairs):
        i, j, s = pairs
        d = pos[j] - pos[i] + s
        r = np.sqrt(np.einsum('ij,ij->i', d, d))
        v, dv = pair_term(r, self.core)
        phi, dphi = density_term(r)
        rho = np.bincount(i, phi, self.n)
        root = np.sqrt(rho)
        energy = 0.5 * v.sum() - EMBED * root.sum() - self.reference
        f = ((0.5 * dv - 0.5 * EMBED * dphi / root[i]) / r)[:, None] * d
        grad = np.stack([np.bincount(j, f[:, c], self.n)
                         - np.bincount(i, f[:, c], self.n) for c in range(3)], axis=1)
        return energy, grad, rho

    def objective(self, q, pairs):
        energy, grad, _ = self.evaluate(self.positions(q), pairs)
        return energy, np.concatenate([grad[self.upper].sum(0), grad[self.mask].ravel()])

    def gamma(self, q):
        return self.objective(q, self.neighbours(self.positions(q)))[0] / self.area * TO_J


def relax(b, q):
    for _ in range(12):
        start = b.positions(q)
        res = minimize(b.objective, q, args=(b.neighbours(start),), jac=True,
                       method='L-BFGS-B', options=dict(maxiter=2500, maxfun=4000,
                                                       maxcor=20, ftol=1e-14, gtol=1e-5))
        q = res.x
        if np.linalg.norm(b.positions(q) - start, axis=1).max() < SKIN / 2:
            return q
    raise RuntimeError("neighbour list did not settle")


def hessian(b, q, h=1e-4):
    pairs = b.neighbours(b.positions(q))
    rows = []
    for c in range(q.size):
        dq = np.zeros(q.size)
        dq[c] = h
        rows.append((b.objective(q + dq, pairs)[1] - b.objective(q - dq, pairs)[1]) / (2 * h))
    hess = np.array(rows)
    return 0.5 * (hess + hess.T)


def settle(b, q, kick=0.05):
    """Relax from a kicked start and leave any saddle along its unstable mode."""
    q = relax(b, q + kick * rng.standard_normal(q.size))
    for _ in range(6):
        hess = hessian(b, q)
        w, modes = np.linalg.eigh(hess)
        if w[0] > 1e-4:
            break
        q = relax(b, q + 0.15 * modes[:, 0])
    assert w[0] > 0, "relaxed state is not a minimum"
    force = np.abs(b.objective(q, b.neighbours(b.positions(q)))[1]).max()
    assert force < 2e-3, "relaxation stopped too early"
    return q, hess


def fold(t, period):
    return abs((t + period / 2) % period - period / 2)


# Bulk crystal: the lattice constant must be the minimum of the same energy model.
a_min = minimize_scalar(bulk_energy, bounds=(3.0, 3.3), method='bounded',
                        options=dict(xatol=1e-8)).x
assert abs(a_min - A0) < 1e-3
h = 1e-3
second = (bulk_energy(A0 + h) - 2 * bulk_energy(A0) + bulk_energy(A0 - h)) / h**2
bulk_modulus = 2 * second / (9 * A0) * CHARGE * 1e21
print(f"lattice constant {A0/10:.5f} nm; minimum found {a_min/10:.5f} nm")
print(f"bulk energy {bulk_energy(A0):.4f} eV/atom; bulk modulus {bulk_modulus:.1f} GPa")

bic = Bicrystal()
perfect = Bicrystal(twin=False)
assert abs(perfect.gamma(perfect.pack(STEP))) < 1e-8
print(f"cell {PX/10:.4f} x {A0/10:.4f} nm; layer spacing {STEP[2]/10:.4f} nm")
print(f"atoms {bic.n}, free coordinates {bic.pack([0, 0, 0]).size}")
print(f"unrelaxed surface energy {bic.two_sigma/2*TO_J:.4f} J/m2")

# Analytic forces against finite differences of the energy.
q_test = bic.pack([1.3, 0.8, 2.0]) + 0.03 * rng.standard_normal(3 + 3 * bic.mask.sum())
pairs_test = bic.neighbours(bic.positions(q_test))
direction = rng.standard_normal(q_test.size)
slope = (bic.objective(q_test + 1e-5 * direction, pairs_test)[0]
         - bic.objective(q_test - 1e-5 * direction, pairs_test)[0]) / 2e-5
exact_slope = bic.objective(q_test, pairs_test)[1] @ direction
assert abs(slope - exact_slope) < 1e-3 * max(1, abs(exact_slope))

# Rigid grains: only cross pairs and the embedding change depend on T.
NL = 8
kl, ku = np.meshgrid(np.arange(NL), np.arange(NL), indexing='ij')
rho_low = bic.slab_density[:NL]
rho_up = bic.slab_density[bic.layers:bic.layers + NL]
images = np.array([-1.0, 0.0, 1.0])


def rigid_gamma(tx, ty, gap):
    gap = np.atleast_1d(gap)
    dx = (kl - ku) * STEP[0] + tx
    dy = (kl - ku) * STEP[1] + ty
    dx = dx - PX * np.round(dx / PX)
    dy = dy - A0 * np.round(dy / A0)
    lateral = ((dx + images[:, None, None] * PX)**2)[:, None] \
        + ((dy + images[:, None, None] * A0)**2)[None]
    dz = (kl + ku) * STEP[2] + gap[:, None, None]
    r = np.sqrt(lateral[None] + dz[:, None, None]**2)
    phi = density_term(r)[0].sum(axis=(1, 2))
    cross = pair_term(r)[0].sum(axis=(1, 2, 3, 4))
    cross = cross - EMBED * (np.sqrt(rho_low + phi.sum(2)) - np.sqrt(rho_low)).sum(1)
    cross = cross - EMBED * (np.sqrt(rho_up + phi.sum(1)) - np.sqrt(rho_up)).sum(1)
    return (bic.two_sigma + cross / AREA) * TO_J


for trial in ([0.4, 0.3, 2.1], [2.7, 1.2, 1.5], [5.2, 2.6, 1.8]):
    assert abs(rigid_gamma(*trial)[0] - bic.gamma(bic.pack(trial))) < 1e-7

SCAN = np.arange(-0.3, 3.41, 0.1)


def best_gap(tx, ty, tol=1e-5):
    values = rigid_gamma(tx, ty, SCAN)
    i = int(np.argmin(values))
    assert 0 < i < SCAN.size - 1, "separation scan is too narrow"
    wells = int(np.sum((values[1:-1] < values[:-2]) & (values[1:-1] < values[2:])))
    res = minimize_scalar(lambda g: rigid_gamma(tx, ty, g)[0], method='bounded',
                          bounds=(SCAN[i - 1], SCAN[i + 1]), options=dict(xatol=tol))
    return res.x, res.fun, wells


for tx, ty in rng.uniform(0, 3, (4, 2)):
    value = best_gap(tx, ty)[1]
    for other in ((-tx, -ty), (tx, -ty), (tx + PX, ty + A0)):
        assert abs(best_gap(*other)[1] - value) < 1e-6

# Slope and curvature of the separation-relaxed map.
tx, ty = 1.1, 0.7
gap, value, _ = best_gap(tx, ty, 1e-8)
h = 1e-4
total = (best_gap(tx + h, ty, 1e-8)[1] - best_gap(tx - h, ty, 1e-8)[1]) / (2 * h)
partial = (rigid_gamma(tx + h, ty, gap)[0] - rigid_gamma(tx - h, ty, gap)[0]) / (2 * h)
assert abs(total - partial) < 2e-3 * max(1, abs(partial))
h = 1e-3
g0 = rigid_gamma(tx, ty, gap)[0]
ktt = (rigid_gamma(tx + h, ty, gap)[0] - 2 * g0 + rigid_gamma(tx - h, ty, gap)[0]) / h**2
kdd = (rigid_gamma(tx, ty, gap + h)[0] - 2 * g0 + rigid_gamma(tx, ty, gap - h)[0]) / h**2
ktd = sum(s * t * rigid_gamma(tx + s * h, ty, gap + t * h)[0]
          for s in (-1, 1) for t in (-1, 1)) / (4 * h**2)
reduced = ktt - ktd**2 / kdd
direct = (best_gap(tx + h, ty, 1e-8)[1] - 2 * value + best_gap(tx - h, ty, 1e-8)[1]) / h**2
assert abs(direct - reduced) < 0.02 * (abs(ktt) + ktd**2 / kdd)
print(f"test point T = ({tx/10:.3f}, {ty/10:.3f}) nm, d* = {gap/10:.4f} nm")
print(f"slope: total {10*total:.3f}, partial {10*partial:.3f} J/m2/nm")
print(f"curvature fixed d {100*ktt:.1f}, relaxed d {100*direct:.1f} J/m2/nm2")
print(f"curvature from reduction formula {100*reduced:.1f} J/m2/nm2")

# The map and its minima.
NX, NY = 40, 18
gx, gy = np.arange(NX) * PX / NX, np.arange(NY) * A0 / NY
table = np.array([[best_gap(x, y) for y in gy] for x in gx])
gap_map, energy_map, wells_map = table[..., 0], table[..., 1], table[..., 2]


def grid_minima(m):
    ok = np.ones(m.shape, bool)
    for sx, sy in itertools.product((-1, 0, 1), repeat=2):
        if (sx, sy) != (0, 0):
            ok &= m <= np.roll(m, (sx, sy), (0, 1)) + 1e-10
    return np.argwhere(ok)


nodes = grid_minima(energy_map)
low = np.unravel_index(np.argmin(energy_map), energy_map.shape)
fixed_map = np.array([[rigid_gamma(x, y, gap_map[low])[0] for y in gy] for x in gx])
print(f"map {NX} x {NY} nodes: lowest {energy_map.min():.4f}, highest {energy_map.max():.4f} J/m2")
print(f"optimal separation over map {gap_map.min()/10:.4f} to {gap_map.max()/10:.4f} nm")
print(f"nodes with more than one minimum in separation: {int((wells_map > 1).sum())}")
print(f"map at fixed d = {gap_map[low]/10:.4f} nm: highest {fixed_map.max():.2f} J/m2")
print(f"grid minima: relaxed d {len(nodes)}, fixed d {len(grid_minima(fixed_map))}")

registries = []
for i, j in nodes:
    res = minimize(lambda p: rigid_gamma(*p)[0], [gx[i], gy[j], gap_map[i, j]],
                   method='Nelder-Mead', options=dict(xatol=1e-6, fatol=1e-10, maxiter=800))
    t = np.array([fold(res.x[0], PX), fold(res.x[1], A0), res.x[2]])
    for c, period in enumerate((PX, A0)):
        for special in (0.0, period / 2):
            if abs(t[c] - special) < 1e-3:
                t[c] = special
    if all(np.abs(t - old).max() > 0.02 for _, old in registries):
        registries.append((rigid_gamma(*t)[0], t))
registries.sort(key=lambda item: item[0])
print(f"minima distinct by symmetry after refinement: {len(registries)}")

states = []


def record(q, hess):
    g = bic.gamma(q)
    label = np.array([fold(q[0], PX / 5), fold(q[1], A0), q[2]])
    for s in states:
        if abs(s[0] - g) < 0.003 and np.abs(s[1] - label).max() < 0.1:
            return g
    states.append((g, label, q, hess))
    return g


from_map = []
for number, (g_rigid, t) in enumerate(registries[:6], 1):
    q_plain = relax(bic, bic.pack(t))
    g_plain = bic.gamma(q_plain)
    curvature = np.linalg.eigvalsh(hessian(bic, q_plain))[0]
    g_full = record(*settle(bic, bic.pack(t)))
    assert g_plain < g_rigid and g_full < g_rigid
    from_map.append(g_full)
    print(f"min {number}: T = ({t[0]/10:.4f}, {t[1]/10:.4f}) nm, expansion "
          f"{(t[2]-STEP[2])/10:.4f} nm, rigid {g_rigid:.4f} J/m2")
    print(f"  relaxed: no kick {g_plain:.4f} (lowest curvature {100*curvature:.2f} eV/nm2), "
          f"kick {g_full:.4f} J/m2")

audit = []
for fx, fy in itertools.product((0.05, 0.15, 0.25, 0.35, 0.45), (0.12, 0.37)):
    t = (fx * PX, fy * A0)
    audit.append(record(*settle(bic, bic.pack([t[0], t[1], best_gap(*t)[0]]))))
states.sort(key=lambda s: s[0])
best, other = states[0], states[min(1, len(states) - 1)]
print(f"lowest from map minima {min(from_map):.4f} J/m2")
print(f"lowest from {len(audit)} audit starts {min(audit):.4f}, highest {max(audit):.4f} J/m2")
print(f"penalty of relaxing only the lowest map minimum {from_map[0]-best[0]:.4f} J/m2")
print(f"distinct relaxed states found: {len(states)}")
for number, (g, label, q, hess) in enumerate(states[:4], 1):
    print(f"state {number}: {g:.4f} J/m2, reduced T = ({label[0]/10:.4f}, {label[1]/10:.4f}) nm, "
          f"expansion {(label[2]-STEP[2])/10:.4f} nm")

# Move the boundary by one layer: same structure, different translation label.
q_best, h_best = best[2], best[3]
pos = bic.positions(q_best).reshape(bic.ref.shape)
moved = np.empty_like(pos)
new_shift = q_best[:3] + STEP_UP - STEP
moved[0, 0, 0] = pos[1, 0, 0] - STEP
moved[0, 0, 1:] = pos[0, 0, :-1] - STEP
moved[1, 0, :-1] = pos[1, 0, 1:] - STEP
moved[1, 0, -1] = bic.ref[1, 0, -1] + new_shift
disp = moved - bic.ref
disp[1] -= new_shift
q_moved = relax(bic, bic.pack(new_shift, disp))
g_moved = bic.gamma(q_moved)
assert abs(g_moved - best[0]) < 0.005
print(f"boundary moved one layer: label shift {fold(q_moved[0]-q_best[0], PX)/10:.4f} nm, "
      f"energy {g_moved:.4f} J/m2")
print(f"translation period: rigid {PX/10:.4f} nm, relaxed {PX/50:.4f} nm")

# Energy still to be gained, estimated from the forces near the minimum.
pairs_best = bic.neighbours(bic.positions(q_best))
e_best = bic.objective(q_best, pairs_best)[0]
e_off, g_off = bic.objective(q_best + 5e-4 * rng.standard_normal(q_best.size), pairs_best)
estimate = 0.5 * g_off @ np.linalg.solve(h_best, g_off)
assert abs(estimate / (e_off - e_best) - 1) < 0.05
lam = np.linalg.eigvalsh(h_best)[0]
assert e_off - e_best < 1.05 * (g_off @ g_off) / (2 * lam)
bound = q_best.size * 0.01**2 / (2 * lam) / AREA * TO_J
print(f"residual energy: actual {1e6*(e_off-e_best):.2f}, from forces {1e6*estimate:.2f} micro-eV")
print(f"lowest curvature of best state {100*lam:.2f} eV/nm2")
print(f"error bound at 0.1 eV/nm per coordinate {bound:.4f} J/m2")

# Sizes of neglected effects.
temperature = 700.0
kt = BOLTZMANN * temperature / CHARGE


def log_partition(h2):
    width = 8 * np.sqrt(kt / np.linalg.eigvalsh(h2)[0])
    x = np.linspace(-width, width, 801)
    xx, yy = np.meshgrid(x, x, indexing='ij')
    energy = 0.5 * (h2[0, 0] * xx**2 + 2 * h2[0, 1] * xx * yy + h2[1, 1] * yy**2)
    return np.log(np.exp(-energy / kt).sum() * (x[1] - x[0])**2)


for hess in (h_best, other[3]):
    block = hess[:2, :2]
    harmonic = np.log(2 * np.pi * kt) - 0.5 * np.linalg.slogdet(block)[1]
    assert abs(log_partition(block) - harmonic) < 1e-5
vibration = 0.5 * kt * (np.linalg.slogdet(other[3])[1]
                        - np.linalg.slogdet(h_best)[1]) / AREA * TO_J
gap_states = other[0] - best[0]
print(f"second minus best: energy {gap_states:.4f} J/m2")
print(f"second minus best: vibrational free energy at {temperature:.0f} K {vibration:.4f} J/m2")
print(f"10 nm x 10 nm facet: difference {gap_states*1e-16/CHARGE:.2f} eV; kT {kt:.4f} eV")

thick = Bicrystal(mobile=15)
u_best = bic.displacements(q_best)
padded = np.zeros(thick.ref.shape)
padded[:, :, :bic.layers] = u_best
g_thick = thick.gamma(relax(thick, thick.pack(q_best[:3], padded)))
print(f"change with 15 instead of 10 mobile layers per grain {g_thick-best[0]:.5f} J/m2")
double = Bicrystal(rep=2)
q_double = double.pack(q_best[:3], np.repeat(u_best, 2, axis=1))
assert abs(double.gamma(q_double) - best[0]) < 1e-6
q_double = relax(double, q_double + 0.1 * rng.standard_normal(q_double.size))
print(f"change with doubled period along tilt axis {double.gamma(q_double)-best[0]:.5f} J/m2")
hard = Bicrystal(core=True)
for number, state in enumerate(states[:3], 1):
    q_hard, _ = settle(hard, state[2], kick=0.01)
    print(f"state {number} with short-range correction {hard.gamma(q_hard):.4f} J/m2")

print("every check passed")
```

Output:

```
lattice constant 0.31652 nm; minimum found 0.31652 nm
bulk energy -8.9000 eV/atom; bulk modulus 310.4 GPa
cell 0.7078 x 0.3165 nm; layer spacing 0.0708 nm
atoms 46, free coordinates 63
unrelaxed surface energy 2.9732 J/m2
test point T = (0.110, 0.070) nm, d* = 0.2153 nm
slope: total -7.486, partial -7.486 J/m2/nm
curvature fixed d 181.5, relaxed d 15.8 J/m2/nm2
curvature from reduction formula 15.8 J/m2/nm2
map 40 x 18 nodes: lowest 2.3872, highest 5.2905 J/m2
optimal separation over map 0.1089 to 0.2611 nm
nodes with more than one minimum in separation: 0
map at fixed d = 0.1089 nm: highest 58.94 J/m2
grid minima: relaxed d 3, fixed d 3
minima distinct by symmetry after refinement: 2
min 1: T = (0.3539, 0.0000) nm, expansion 0.0382 nm, rigid 2.3872 J/m2
  relaxed: no kick 2.0450 (lowest curvature -239.32 eV/nm2), kick 1.9793 J/m2
min 2: T = (0.1303, 0.1583) nm, expansion 0.0994 nm, rigid 3.9043 J/m2
  relaxed: no kick 2.5723 (lowest curvature 4.36 eV/nm2), kick 2.5723 J/m2
lowest from map minima 1.9793 J/m2
lowest from 10 audit starts 1.9793, highest 2.5723 J/m2
penalty of relaxing only the lowest map minimum 0.0000 J/m2
distinct relaxed states found: 2
state 1: 1.9793 J/m2, reduced T = (0.0512, 0.0000) nm, expansion 0.0266 nm
state 2: 2.5723 J/m2, reduced T = (0.0246, 0.1583) nm, expansion 0.0397 nm
boundary moved one layer: label shift 0.2833 nm, energy 1.9792 J/m2
translation period: rigid 0.7078 nm, relaxed 0.1416 nm
residual energy: actual 89.98, from forces 90.00 micro-eV
lowest curvature of best state 33.94 eV/nm2
error bound at 0.1 eV/nm per coordinate 0.0066 J/m2
second minus best: energy 0.5930 J/m2
second minus best: vibrational free energy at 700 K -0.1051 J/m2
10 nm x 10 nm facet: difference 370.12 eV; kT 0.0603 eV
change with 15 instead of 10 mobile layers per grain -0.00015 J/m2
change with doubled period along tilt axis -0.00000 J/m2
state 1 with short-range correction 1.9998 J/m2
state 2 with short-range correction 2.6215 J/m2
every check passed
```
